# Why DFT+U has metastable solutions, and how to search them

A DFT+U run has converged, and its energy is about to enter a comparison of phases, defects or magnetic orders. The decision is whether to accept it or to repeat the run from other occupation matrices. Repetition is needed when the functional has several minima, or when the iteration can rest on a state that is not a minimum. Both happen, for different reasons.

## What the penalty does

For one spin and one Hubbard block with occupation matrix \(n\), the rotationally invariant correction is

\[
E_U=\frac U2\,\mathrm{Tr}(n-n^2)=\frac U2\sum_k\lambda_k(1-\lambda_k),\qquad 0\le\lambda_k\le1 ,
\]

where \(\lambda_k\) are the eigenvalues of \(n\). Along a straight line \(n+s\,d\), the term \(-\mathrm{Tr}(n+sd)^2\) has second derivative \(-2\,\mathrm{Tr}\,d^2\), so \(E_U''=-U\,\mathrm{Tr}\,d^2\). The penalty is concave. Whether this produces a barrier depends on the path.

Move one electron from orbital 1 to orbital 2 of a shell without coherence, \(n=\mathrm{diag}(1-y,y,0)\). Both eigenvalues contribute \(y(1-y)\), so \(E_U=Uy(1-y)\), with maximum \(U/4\) at \(y=1/2\).

Now rotate the occupied orbital instead, \(\psi=\sqrt{1-y}\,\phi_1+\sqrt y\,\phi_2\). Then \(n=|\psi\rangle\langle\psi|\) satisfies \(n^2=n\), and the penalty is zero all the way. For an electron held wholly in the shell, the off-diagonal elements of \(n\) remove the barrier. It survives where they are absent: between orbitals that symmetry forbids to mix, or between different sites, because inter-site coherence does not enter the on-site matrices. A smaller barrier can also return when the two orbitals hybridize differently with a ligand. The shell then holds a weight \(w<1\), and the penalty \((U/2)w(1-w)\) changes along the rotation. For shell levels at \(-0.46\) and 0 eV coupled by 0.003 eV, a ligand level at 1 eV joined to the second by a hopping of 1 eV, \(U=4\) eV and the base curvature \(K=1\) eV introduced below, two minima coexist with a barrier of about 0.01 eV.

Between sites the base functional also responds. Let its energy be \((K/2)q^2\) for charge \(q\) in a block, with \(K>0\). For charges \(1-y\) and \(y\),

\[
\frac K2\left[(1-y)^2+y^2\right]=\frac K2-Ky(1-y).
\]

Adding the penalty leaves \((U-K)y(1-y)\) above the end points. The inter-site barrier is \((U-K)/4\), and it vanishes if \(U\) merely cancels \(K\). Within a shell \(q\) is fixed and \(K\) drops out. With \(U=4\) eV and \(K=1\) eV the barriers are 1.00 eV for incoherent transfer in a shell, 0.75 eV between sites, and zero for a coherent rotation.

## How many minima symmetry can protect

Take \(N\) electrons in \(M\) levels \(\varepsilon_i\) of one shell, without hopping and with \(n\) kept diagonal. The energy is strictly concave along every allowed line, so no minimum can have fractional occupations: since \(N\) is an integer, one fractional occupation implies a second, and charge could move either way between them.

At an integer configuration, move a charge \(s\) from occupied level \(i\) to empty level \(j\):

\[
\delta E=s(\varepsilon_j-\varepsilon_i)+\frac U2\left[2s(1-s)\right]
=s(\varepsilon_j-\varepsilon_i+U)-Us^2 .
\]

This is positive for small \(s\) if \(\varepsilon_i-\varepsilon_j<U\). Every allowed displacement is a sum of such transfers with non-negative weights, so the configuration is a minimum when its highest occupied level lies less than \(U\) above its lowest empty level. At large \(U\) all \(\binom MN\) configurations qualify. For two electrons in levels at 0, 0.3, 0.7, 1.2 and 2.0 eV there is one minimum at \(U=0.25\) eV, there are four at 1 eV, and all ten at 4 eV.

## Three orbitals on three sites

Hopping opposes localization. Consider one electron of one spin on three equivalent sites, each a separate block, with hopping element \(-t\) between every pair, \(t>0\). Lattice relaxation, Hund exchange and other electrons are left out. Write \(W=U-K\). Since \(\sum_i n_i=1\), the interaction is

\[
\frac K2\sum_i n_i^2+\frac U2\Big(1-\sum_i n_i^2\Big)=\frac K2+\frac W2\Big(1-\sum_i n_i^2\Big).
\]

At fixed \(n_i\) the hopping energy is lowest when all amplitudes have the same phase. Measured from \(K/2\),

\[
E=-2t\sum_{i<j}\sqrt{n_in_j}+\frac W2\Big(1-\sum_i n_i^2\Big).
\]

With amplitudes \(a_i=\sqrt{n_i}\) and a multiplier \(\mu\) for normalization, half the derivative with respect to \(a_i\) gives

\[
-t\sum_{j\ne i}a_j-Wa_i^3=\mu a_i .
\]

**Uniform state.** With \(a_i=1/\sqrt3\), \(\mu=-2t-W/3\). A unit displacement \(\delta\) that preserves the norm has \(\sum_i\delta_i=0\), so the hopping matrix multiplies it by \(+t\). The second derivative of the energy with its constraint is

\[
2t-6W\cdot\tfrac13-2\mu=6t-\tfrac43W .
\]

The uniform state is therefore a minimum for \(W<9t/2\).

**Localized states.** Let the amplitudes be \(b(x,1,1)\), with \(b^2=1/(x^2+2)\). The equations for sites 1 and 2 give

\[
\mu=-\frac{2t}{x}-Wx^2b^2,\qquad \mu=-t(x+1)-Wb^2 .
\]

Equating them,

\[
t\,\frac{(x-1)(x+2)}{x}=W\,\frac{x^2-1}{x^2+2}.
\]

For \(x\ne1\) the factor \(x-1\) cancels:

\[
\frac Wt=\frac{(x+2)(x^2+2)}{x(x+1)} .
\]

The right side diverges for \(x\to0\) and \(x\to\infty\), so solutions start at its minimum. Writing it as \((x^3+2x^2+2x+4)/(x^2+x)\), the numerator of its derivative is

\[
(3x^2+4x+2)(x^2+x)-(x^3+2x^2+2x+4)(2x+1)=x^4+2x^3-8x-4 .
\]

Its coefficients change sign once, so there is one positive root, \(x=1.680\), where \(W=3.94t\). Above this value two solutions exist: the larger \(x\) is the localized minimum, the smaller a saddle, which passes through the uniform state \(x=1\) at \(W=9t/2\).

The energies cross at \(x=2\), where \(W=4t\) and \(n=(2/3,1/6,1/6)\). The localized state has hopping energy \(-2t(2/3+1/6)=-5t/3\) and interaction energy \(2t(1-1/2)=t\), in total \(-2t/3\). The uniform state has \(-2t+4t/3=-2t/3\).

For \(t=0.5\) eV and \(K=1\) eV, localized minima appear at \(U=2.97\) eV, become lowest at 3.00 eV, and are the only minima left above 3.25 eV. The count is one, then four, then three. The formulas cover states with two equal amplitudes; that no other minima exist rests on a many-start search with complex amplitudes at eight values of \(U\), which agreed with these thresholds.

## How high the barrier is

At \(U=4\) eV, \(W=3\) eV and \(2t=1\) eV. The localized state has \(n=(0.916,0.042,0.042)\) and

\[
E=-0.434+1.5\,(1-0.843)\approx-0.198\ \text{eV}.
\]

The saddle has amplitudes \(b(1,1,x)\) with \(x=0.6481\), so \(n=(0.413,0.413,0.174)\) and

\[
E=-0.9488+1.5\,(1-0.3716)\approx-0.006\ \text{eV}.
\]

To leave the region where site 1 is fullest, a path must cross \(n_1=n_2\ge n_3\) or its mirror image. A scan of that line confirms the saddle as its lowest point. Descent from the saddle stays below this energy, so it cannot recross the line and ends in the minimum of its region. The barrier is thus 0.19 eV, about a quarter of the 0.75 eV found without hopping. Hopping lowers both ends, measured from \(K/2\). At \(n=(1/2,1/2,0)\) it lowers the energy from 0.75 eV to 0.25 eV, and spreading onto the third site takes it down to \(-0.006\) eV at the saddle. The localized minimum drops only from zero to \(-0.198\) eV.

## Why the iteration does not escape

For \(W\ge0\) the model energy is concave in the density matrix \(D\), so its linearization is an upper bound:

\[
E(D')\le E(D)+\mathrm{Tr}\left[H(D)(D'-D)\right],
\]

where \(H(D)\) is the self-consistent Hamiltonian. Filling the lowest orbital of \(H(D)\) minimizes \(\mathrm{Tr}[H(D)D']\), so the last term is not positive. An undamped step never raises the energy. Nor does it jump past a barrier, although steps are finite: the same bound, applied to \(D+s(D'-D)\) with \(0\le s\le1\), keeps the whole straight line from \(D\) to \(D'\) at or below \(E(D)\). On the triangle, the state with the same \(n_i\) and equal phases lies no higher, so a run that starts below the saddle energy stays on its side of the barrier. For separate sites with \(W<0\) the interaction energy is convex, and the argument fails. It covers undamped steps and linear mixing only. Pulay, Anderson or Broyden mixing extrapolates off this line, so it can raise the energy and converge on a stationary state that is not a minimum, even from a start below the saddle energy.

Symmetry adds a second trap. On the triangle at \(U=4\) eV, a uniform start stays uniform at \(E=0.000\) eV, although the curvature there is \(6t-4W/3=-1\) eV and the localized states lie 0.198 eV lower.

A third trap arises within one shell. With one electron held wholly in the shell the penalty is zero for every orbital, so the energy is \(\langle h\rangle\) plus a constant, and a non-degenerate lowest level gives one minimum. For levels at 0, 0.1 and 0.3 eV without hopping, one shell has one minimum, while three separate blocks with the same levels have three once \(W\) exceeds the 0.3 eV spread of the levels, as at \(U=4\) eV and \(K=1\) eV. Yet an electron in the second level of the shell is self-consistent as long as that level lies less than \(U\) above the lowest, because the potential lowers the occupied orbital by \(U/2\) and raises the empty ones by \(U/2\).

Tilt this orbital by a small amplitude \(\theta\) towards a level lower by \(\Delta\). Apart from a common shift, and to first order in \(\theta\), the Hamiltonian has diagonal elements \(U/2\) (lower level) and \(\Delta-U/2\) (occupied level), and off-diagonal element \(-U\theta\). The new tilt is

\[
\theta'=\frac{-U\theta}{(\Delta-U/2)-U/2}=\frac{U}{U-\Delta}\,\theta .
\]

For \(U=4\) eV and \(\Delta=0.1\) eV the growth factor is 1.026 per step. Starting from \(\theta=10^{-4}\), the first step changes the energy by \(-5\times10^{-11}\) eV, and 365 steps pass before the lower level holds half the electron. An energy criterion would declare convergence long before. With \(\theta=0\), as when symmetry forbids mixing, the state does not move. In this model, a start with symmetry switched off and the orbital rotated far towards the lower level leaves the upper level, but the approach stays slow. Near the lower level the remaining tilt shrinks only by \(U/(U+\Delta)=0.976\) per step, and from a 45° start a criterion of \(10^{-4}\) eV stops about 0.002 eV above the minimum.

## Occupation control and U ramping

Occupation-matrix control imposes a chosen matrix at the start and then releases it; here the matrix sets only the first potential. On the triangle at \(U=3.10\) eV, three localized targets and one uniform target reach the four minima. At \(U=2.00\) eV a target on site 1 relaxes back to one third on each site. Control selects among existing self-consistent states, which need not all be minima, but does not create them, so a constraint must be released before the energy is used.

Ramping raises \(U\) in steps and restarts from the last solution. On a triangle with site 1 lower by 0.05 eV it ends in the lowest minimum. An open chain, with hopping 1–2 and 2–3 and end site 3 lower by 0.12 eV, shows how it fails. At \(U=0\) the middle site, with two neighbours, is fullest: \(n=(0.257,0.428,0.315)\). The potential on site \(i\) is \(U/2-Wn_i\), which for \(W>0\) favours the fullest site. The lead at \(U=0\) does not settle the outcome by itself: with site 3 lower by 0.30 eV the middle site is still fullest at \(U=0\), yet the ramp ends on site 3.

The order at large \(W\) follows from a localized state with small amplitude \(b\) on each of \(z\) neighbours. To leading order the hopping energy is \(-2ztb\), and \(1-\sum_i n_i^2\approx2zb^2\) gives a cost \(zWb^2\). The minimum at \(b=t/W\) has energy \(-zt^2/W\). At \(U=4\) eV this estimate is \(-0.167\) eV for the middle site and \(-0.083-0.12=-0.203\) eV for site 3. The self-consistent values are \(-0.1677\) and \(-0.2022\) eV. The ramp ends on the middle site, 0.0345 eV above the lowest state. Each controlled start stays on its own site, so only the start on site 3 reaches the lowest state, and comparing all three identifies it.

A ramp is therefore one more starting point, not a proof of the ground state. In practice, choose targets that differ in orbital, site and symmetry, release each, and compare energies at the same \(U\). Inspect the final occupation matrices to see which runs reached the same state, and perturb the lowest one strongly, with a tight convergence criterion, to check that it is not a saddle. In the shell example a tilt of 0.01 rad changes the energy by less than \(10^{-6}\) eV in the first step and would pass unnoticed. The model's thresholds do not transfer to a material, where the omitted terms can add or remove minima. The numerical output lists the values behind these comparisons.

## Computed values

```
hopping t = 0.50 eV, base curvature K = 1.00 eV
No hopping, U = 4.00 eV: barrier in eV
  one shell, incoherent transfer: 1.000
  one shell, coherent rotation:   0.000
  between separate sites:         0.750
Two electrons in levels (eV): 0.000 0.300 0.700 1.200 2.000
  U = 0.25 eV: minima with diagonal n = 1
  U = 1.00 eV: minima with diagonal n = 4
  U = 4.00 eV: minima with diagonal n = 10
Triangle: fold at x = 1.6797, W/t = 3.9415
  localized minima appear at U = 2.9708 eV
  energies cross at U = 3.0000 eV
  uniform state unstable above U = 3.2500 eV
  U = 1.00 eV: number of minima = 1
  U = 2.00 eV: number of minima = 1
  U = 2.94 eV: number of minima = 1
  U = 2.99 eV: number of minima = 4
  U = 3.10 eV: number of minima = 4
  U = 3.22 eV: number of minima = 4
  U = 3.28 eV: number of minima = 3
  U = 4.00 eV: number of minima = 3
  common energy at the crossing = -0.3333 eV
Triangle at U = 4.00 eV: x = 4.6728 (minimum), 0.6481 (saddle)
  localized minimum: n = 0.916 0.042 0.042, E = -0.1982 eV
  saddle: n = 0.413 0.413 0.174, E = -0.0063 eV
  barrier with hopping = 0.1919 eV
  uniform start: E = 0.0000 eV, curvature = -1.000 eV
Control on the triangle, target = site 1:
  U = 3.10 eV: n = 0.747 0.127 0.127
  U = 2.00 eV: n = 0.333 0.333 0.333
Levels (eV) without hopping: 0.000 0.100 0.300
  minima: one shell = 1, separate blocks = 3
  escape from level 2: tilt = 1e-04, growth = 1.02564 per step
  first energy change = -5.2e-11 eV
  steps until level 1 holds half the electron = 365
Ramp, triangle with site 1 lower by 0.05 eV:
  end: n = 0.920 0.040 0.040, E = -0.2441 eV (lowest)
Ramp, chain with end site 3 lower by 0.12 eV:
  U = 0.00 eV: n = 0.257 0.428 0.315
  U = 4.00 eV: n = 0.028 0.942 0.030, E = -0.1677 eV
Control, same chain at U = 4.00 eV:
  target 1: n = 0.969 0.031 0.001, E = -0.0859 eV
  target 2: n = 0.028 0.942 0.030, E = -0.1677 eV
  target 3: n = 0.001 0.028 0.971, E = -0.2022 eV
  ramped state lies above the lowest by 0.0345 eV
```
